# Ideal mixing entropy of five equally abundant cations at 600 K: a numerical check

```python
"""
Result under test: five equally abundant cations placed at random on equivalent
sites have mixing entropy S = k ln 5 per cation, so -T S = -0.083 eV at 600 K.
Symbols: k Boltzmann constant, T temperature, N number of cation sites,
W number of distinct arrangements, x_i fraction of species i.
The reference state is five separate pure oxides, each with one arrangement.
Further parts size effects that ideal random mixing leaves out.
"""
import itertools
import math
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, Avogadro
from scipy.optimize import minimize

k_eV = Boltzmann / elementary_charge
T = 600.0
kT = k_eV * T


def arrangements(counts):
    """Exact integer number of distinct arrangements."""
    w = math.factorial(sum(counts))
    for c in counts:
        w //= math.factorial(c)
    return w


def ideal_entropy(x):
    """Large-N mixing entropy per site in units of k."""
    x = np.asarray(x, dtype=float)
    return float(-np.sum(x * np.log(x)))


# Counting formula against explicit enumeration of every site occupation
enumerated = {}
for q, n in [(5, 5), (3, 9), (2, 12)]:
    found = sum(
        all(state.count(s) == n // q for s in range(q))
        for state in itertools.product(range(q), repeat=n)
    )
    enumerated[(q, n)] = found
    assert found == arrangements([n // q] * q)

# Large-N limit and its leading finite-size correction, from exact integers
s_ideal = math.log(5)


def finite_size_loss(n):
    return (2 * math.log(2 * math.pi * n) - 2.5 * math.log(5)) / n


lattice_nm, edge_nm = 0.42, 5.0
n_grain = 5 * round(4 * (edge_nm / lattice_nm) ** 3 / 5)
counted = {}
for n in (50, 500, n_grain):
    counted[n] = math.log(arrangements([n // 5] * 5)) / n
    # the next Stirling term is close to 2/n^2
    assert abs(counted[n] - (s_ideal - finite_size_loss(n))) < 3 / n**2
g_ideal = -kT * s_ideal
assert abs(g_ideal + 0.083) < 0.0005
assert abs(-kT * counted[n_grain] - g_ideal) < 0.0005

# Equal fractions maximize the entropy: search from an unequal start


def negative_entropy(free):
    weights = np.exp(np.append(free, 0.0))
    return -ideal_entropy(weights / weights.sum())


best = minimize(negative_entropy, [1.0, -0.7, 0.4, -1.2], method="BFGS")
best_x = np.exp(np.append(best.x, 0.0))
best_x /= best_x.sum()
assert np.max(np.abs(best_x - 0.2)) < 1e-3
assert abs(-best.fun - s_ideal) < 1e-6

# Unequal composition, checked with exact factorials
x_unequal = [0.30, 0.25, 0.20, 0.15, 0.10]
s_unequal = ideal_entropy(x_unequal)
n_big = 20000
s_count = math.log(arrangements([round(x * n_big) for x in x_unequal])) / n_big
assert abs(s_count - s_unequal) < 2 * math.log(2 * math.pi * n_big) / n_big

# Incomplete intermixing: five planes, each enriched in its own species
own = 0.60
plane = [own] + [(1 - own) / 4] * 4
s_plane = ideal_entropy(plane)
n_plane = 4000
plane_counts = np.array(
    [np.roll([round(x * n_plane) for x in plane], j) for j in range(5)]
)
assert np.all(plane_counts.sum(axis=0) == n_plane)  # film average is equimolar
s_film = sum(
    math.log(arrangements([int(c) for c in row])) for row in plane_counts
) / (5 * n_plane)
assert abs(s_film - s_plane) < 2 * math.log(2 * math.pi * n_plane) / n_plane
assert s_film < s_ideal - 0.1
assert arrangements([n_plane, 0, 0, 0, 0]) == 1  # separate planes: no entropy

# Short-range order: probability that a neighbour is of the same species
like = 0.25
unlike = (1 - like) / 4
pair_information = s_ideal - ideal_entropy([like] + [unlike] * 4)
chain_length = 6
s_chain = 0.0
for state in itertools.product(range(5), repeat=chain_length):
    p = 0.2
    for a, b in zip(state, state[1:]):
        p *= like if a == b else unlike
    s_chain -= p * math.log(p)
chain_formula = chain_length * s_ideal - (chain_length - 1) * pair_information
assert abs(s_chain - chain_formula) < 1e-9
bonds_per_cation = 6  # twelve nearest cation neighbours, each bond shared by two
s_order_loss = bonds_per_cation * pair_information

# Vibrations: six modes per formula unit soften slightly on mixing
quantum_eV, softening, modes = 0.040, 0.02, 6


def oscillator_free_energy(e):
    return e / 2 + kT * math.log(1 - math.exp(-e / kT))


def free_energy_from_levels(e):
    levels = (np.arange(400) + 0.5) * e
    return -kT * math.log(np.sum(np.exp(-levels / kT)))


soft_eV = quantum_eV * (1 - softening)
for e in (quantum_eV, soft_eV):
    assert abs(oscillator_free_energy(e) - free_energy_from_levels(e)) < 1e-10
g_vib = modes * (oscillator_free_energy(soft_eV) - oscillator_free_energy(quantum_eV))

# Assumed positive mixing enthalpy against the entropy term
h_mix = 0.10
g_net = h_mix + g_ideal
T_cancel = h_mix / (k_eV * s_ideal)

print("MAIN RESULT")
print(f"Boltzmann constant: {k_eV:.6e} eV/K")
print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"ln 5: {s_ideal:.5f}")
print(f"mixing entropy per cation: {k_eV * s_ideal:.5e} eV/K")
print(f"-TS per cation: {g_ideal:.5f} eV")
print(f"-TS per mole of cations: {g_ideal*elementary_charge*Avogadro/1e3:.2f} kJ/mol")
print(f"-TS per atom in MO: {g_ideal / 2:.4f} eV")
print("COUNTING")
for (q, n), w in enumerated.items():
    print(f"{q} species on {n} sites, enumerated arrangements: {w}")
for n, s in counted.items():
    print(f"N = {n}: exact ln W / N = {s:.5f}")
print(f"lattice parameter: {lattice_nm:.2f} nm; grain edge: {edge_nm:.1f} nm")
print(f"cations in grain: {n_grain}")
print(f"finite-size loss in grain: {100*finite_size_loss(n_grain)/s_ideal:.2f} %")
print("fractions at numerical maximum:", " ".join(f"{x:.3f}" for x in best_x))
print("NEGLECTED EFFECTS AT 600 K, PER CATION")
print("unequal fractions:", " ".join(f"{x:.2f}" for x in x_unequal))
print(f"unequal: S/k = {s_unequal:.4f}; -TS = {-kT * s_unequal:.4f} eV")
print(f"own-species fraction in each plane: {own:.2f}; others: {plane[1]:.2f}")
print(f"layered: S/k = {s_plane:.4f}; -TS = {-kT * s_plane:.4f} eV")
print(f"like-neighbour probability: {like:.2f} (random: {1 / 5:.2f})")
print(f"information per bond: {pair_information:.5f} k")
print(f"order loss, pair estimate: {s_order_loss:.4f} k = {kT*s_order_loss:.4f} eV")
print(f"mode quantum: {1e3*quantum_eV:.0f} meV; softening: {100*softening:.0f} %")
print(f"vibrational free-energy change, {modes} modes: {g_vib:.4f} eV")
print(f"assumed mixing enthalpy: {h_mix:.2f} eV")
print(f"enthalpy plus ideal entropy term: {g_net:.4f} eV")
print(f"temperature where these two cancel: {T_cancel:.0f} K")
print(f"-TS at 300 K, arrangement frozen in: {-k_eV * 300 * s_ideal:.4f} eV")
print("all good")
```

Running it gives:

```
MAIN RESULT
Boltzmann constant: 8.617333e-05 eV/K
temperature: 600 K; kT: 0.05170 eV
ln 5: 1.60944
mixing entropy per cation: 1.38691e-04 eV/K
-TS per cation: -0.08321 eV
-TS per mole of cations: -8.03 kJ/mol
-TS per atom in MO: -0.0416 eV
COUNTING
5 species on 5 sites, enumerated arrangements: 120
3 species on 9 sites, enumerated arrangements: 1680
2 species on 12 sites, enumerated arrangements: 924
N = 50: exact ln W / N = 1.45911
N = 500: exact ln W / N = 1.58527
N = 6750: exact ln W / N = 1.60688
lattice parameter: 0.42 nm; grain edge: 5.0 nm
cations in grain: 6750
finite-size loss in grain: 0.16 %
fractions at numerical maximum: 0.200 0.200 0.200 0.200 0.200
NEGLECTED EFFECTS AT 600 K, PER CATION
unequal fractions: 0.30 0.25 0.20 0.15 0.10
unequal: S/k = 1.5445; -TS = -0.0799 eV
own-species fraction in each plane: 0.60; others: 0.10
layered: S/k = 1.2275; -TS = -0.0635 eV
like-neighbour probability: 0.25 (random: 0.20)
information per bond: 0.00738 k
order loss, pair estimate: 0.0443 k = 0.0023 eV
mode quantum: 40 meV; softening: 2 %
vibrational free-energy change, 6 modes: -0.0066 eV
assumed mixing enthalpy: 0.10 eV
enthalpy plus ideal entropy term: 0.0168 eV
temperature where these two cancel: 721 K
-TS at 300 K, arrangement frozen in: -0.0416 eV
all good
```
